# Chebyshev State Density at a Disordered Contact: Kernel Width and Lifetime

## One resonance, three widths

A defect sits 1 nm inside a semiconductor, next to a metal. Its local density of states, computed from 512, 1024 and 2048 Chebyshev moments, shows one dominant peak, near the Fermi energy. The full width at half maximum is 83.2, 66.2 and 60.6 meV respectively, though Hamiltonian, disorder and site are the same. If $\hbar$ divided by the width were the lifetime, the lifetime would depend on when the computation was stopped.

The measured width combines a physical decay rate with a resolution set by the number of moments. The resolution function is known in closed form, so the two can be separated.

## Model and conventions

The Hamiltonian $H$ is a real symmetric one-electron matrix on a strip eight rows wide. Energies are in eV from the Fermi energy, and one spin is counted. With mass $0.26\,m_0$ and grid spacing $\ell=0.5$ nm, neighbouring sites are joined by $-J$, where $J=\hbar^2/(2m\ell^2)=0.586$ eV. The metal is one band with its bottom at $-1.55$ eV.

In the semiconductor, uniform donor charge gives a parabolic band edge,
$$E_c(x)=E_\infty+V(1-x/W)^2,\qquad W=\sqrt{2\varepsilon V/(eN_D)} ,$$
where $V$ under the root is a voltage. The barrier is $0.65$ eV and the bulk edge is $E_\infty=0.086$ eV, so the bending is $0.564$ eV. Doping of $10^{18}$ cm$^{-3}$ and relative permittivity 11.7 give $W=27.0$ nm. Sixteen semiconductor planes are kept.

An attractive potential $u=-2.369$ eV on one site puts the disorder-free level near the Fermi energy. Independent site energies, uniform over a full range of 150 meV, are added to the semiconductor and the last four metal planes. The rest of the metal is clean.

For defect site $d$ and eigenstates $\psi_j$ the quantity sought is
$$\rho(E)=\sum_j|\psi_j(d)|^2\,\delta(E-E_j).$$
For an infinite metal the sum becomes a continuum, apart from any truly bound states.

## Moments

Choose $a,b$ so that the spectrum lies inside $(b-a,b+a)$, and set $X=(H-b)/a$, $E=b+a\cos\theta$. Row sums bound the eigenvalues; with a 1% margin they give $a=3.650$ eV and $b=1.779$ eV. The enclosure matters because $T_n(x)$ grows exponentially with $n$ for $|x|>1$.

Since $T_n(\cos\theta)=\cos n\theta$ and $|dE|=a\sin\theta\,d\theta$,
$$\mu_n=\langle d|T_n(X)|d\rangle=\int\rho\,T_n\,dE=\int_0^\pi f(\theta)\cos n\theta\,d\theta,\qquad f=a\sin\theta\,\rho(E).$$
The integral of $\cos^2 n\theta$ over $(0,\pi)$ is $\pi/2$ for $n\ge1$ and $\pi$ for $n=0$, so
$$f(\theta)=\frac1\pi\Big[\mu_0+2\sum_{n\ge1}\mu_n\cos n\theta\Big].$$

Let $v_n=T_n(X)|d\rangle$. Then $v_0=|d\rangle$, $v_1=Xv_0$ and $v_{n+1}=2Xv_n-v_{n-1}$. The identity $2T_mT_n=T_{m+n}+T_{|m-n|}$ and the symmetry of $X$ give two moments per product:
$$\mu_{2n}=2v_n\!\cdot v_n-\mu_0,\qquad \mu_{2n+1}=2v_{n+1}\!\cdot v_n-\mu_1 .$$
Thus $N$ moments cost $N/2$ sparse matrix–vector products.

## The resolution function

Cutting the series abruptly can produce oscillations and negative densities. Instead, multiply $\mu_n$ by factors $g_n$ built from a sine window. With $M=N+1$, $q=\pi/M$ and $s_k=\sin kq$, define
$$g_n=\frac2M\sum_{k=1}^{N-n}s_ks_{k+n}.$$
Here $g_0=1$, because $\sum_{k=1}^N s_k^2=M/2$. The product formula for sines gives
$$g_n=\frac1M\Big[(N-n)\cos nq-\sum_{k=1}^{N-n}\cos(2k+n)q\Big].$$
The remaining sum is $\sin[(N-n)q]\cos(Mq)/\sin q$. Since $Mq=\pi$, its cosine is $-1$, and $\sin[(N-n)q]=\sin[(n+1)q]$. Expanding $\sin[(n+1)q]/\sin q=\cos nq+\sin nq\cot q$ yields the Jackson factors
$$g_n=\frac{(N-n+1)\cos nq+\sin nq\,\cot q}{N+1}.$$

The computed curve is $f_N=\frac1\pi[\mu_0+2\sum_{n=1}^{N-1}g_n\mu_n\cos n\theta]$. Insert the integral for $\mu_n$ and use $2\cos n\theta\cos n\theta'=\cos n(\theta-\theta')+\cos n(\theta+\theta')$:
$$f_N(\theta)=\int_0^\pi f(\theta')\,[K(\theta-\theta')+K(\theta+\theta')]\,d\theta',$$
$$K(\phi)=\frac1{2\pi}\Big[1+2\sum_{n=1}^{N-1}g_n\cos n\phi\Big].$$
This is a convolution of the even extension of $f$, with no approximation.

To find the shape of $K$, put $z=e^{i\phi}$ and $S=\sum_{k=1}^N s_kz^k$. Expanding $|S|^2$ reproduces the definition of $g_n$, so $K=|S|^2/(\pi M)\ge0$. Multiply $S$ by $1-2z\cos q+z^2$. The relation $s_{k+1}+s_{k-1}=2s_k\cos q$, with $s_0=s_M=0$, cancels every term except the first and last, both with coefficient $\sin q$:
$$(1-2z\cos q+z^2)S=\sin q\,(z+z^{N+2}).$$
The moduli are $2|\cos\phi-\cos q|$ for the bracket and $2\sin q\,|\cos(M\phi/2)|$ for the right side. Hence
$$K(\phi)=\frac{\sin^2q\,\cos^2(M\phi/2)}{\pi M(\cos\phi-\cos q)^2}.$$

The area of $K$ is $g_0=1$. Because $g_1=\cos q$,
$$\int_{-\pi}^{\pi}2(1-\cos\phi)K\,d\phi=2(1-\cos q)=4\sin^2(q/2).$$
For small angles the left side is the variance of $\phi$, so the angular width is about $q$. In energy,
$$\sigma_N\simeq\frac{\pi a\sin\theta}{N+1}.$$
This holds away from the spectral edges, where $\sin\theta\to0$ and the map from angle to energy is no longer linear across the kernel.

At the sample's level, $E=0.0383$ eV, $\cos\theta=(0.0383-1.7792)/3.6504=-0.477$ and $a\sin\theta=3.21$ eV. For $N=1024$, $\sigma_N=(3.21\pi/1025)\ \text{eV}=9.8$ meV.

## How a lifetime enters the moments

An isolated resonance is a pole of the retarded Green function, $G\simeq R/(E-E_p)$ with $E_p=E_r-i\Gamma/2$. Its amplitude decays as $e^{-\Gamma t/2\hbar}$ and its probability as $e^{-\Gamma t/\hbar}$, so $\tau=\hbar/\Gamma$.

Let the pole lie at $\theta_p=\theta_0+i\gamma$. Since $\cos(\theta_0+i\gamma)=\cos\theta_0\cosh\gamma-i\sin\theta_0\sinh\gamma$,
$$E_r=b+a\cos\theta_0\cosh\gamma,\qquad \Gamma/2=a\sin\theta_0\sinh\gamma .$$
Near it, $E-E_p\simeq-a\sin\theta_p(\theta-\theta_p)$. Using $\rho=-\mathrm{Im}\,G/\pi$, $R=R_1+iR_2$ and $\delta=\theta-\theta_0$, the singular part of $f$ is
$$\frac1\pi\,\mathrm{Im}\frac{R}{\delta-i\gamma}=\frac1\pi\,\frac{R_1\gamma+R_2\delta}{\delta^2+\gamma^2}.$$
The $R_2$ term is the line's asymmetry.

A periodic function with the same pole follows from a geometric series. For $w=e^{-\gamma+i\delta}$,
$$1+2\sum_{n\ge1}w^n=\frac{1+w}{1-w}=\frac{\sinh\gamma+i\sin\delta}{\cosh\gamma-\cos\delta}.$$
For small $\gamma,\delta$ this tends to $2(\gamma+i\delta)/(\gamma^2+\delta^2)$. Dividing by $2\pi$, its real and imaginary parts match the $R_1$ and $R_2$ terms. With the mirror image at $-\theta_0$ included, the pole's contribution to the moments is
$$\mu_n^{\rm pole}=e^{-n\gamma}(R_1\cos n\theta_0-R_2\sin n\theta_0).$$

The lifetime damps $\mu_n$ at a rate that does not contain $N$; the finite order enters through the known $g_n$. The order acts as a clock: near energy $E$ the phase $n\theta$ changes with energy at the rate $n/(a\sin\theta)$, equivalent to a time $n\hbar/(a\sin\theta)$. In the example the damping reaches $1/e$ at order 110.

Convolution multiplies Fourier coefficients, so near the resonance
$$f_N\simeq\frac{R_1}{2\pi}\Big[1+2\sum_{n=1}^{N-1}g_ne^{-n\gamma}\cos n\delta\Big]+\frac{R_2}{\pi}\sum_{n=1}^{N-1}g_ne^{-n\gamma}\sin n\delta+c_0+c_1\delta .$$
The straight line stands for the remaining density and is the approximation in the method. The algorithm is:

1. Bound the spectrum and compute the $\mu_n$.
2. Evaluate $f_N$ within 60 meV of its peak, here at 121 points.
3. For trial $\theta_0,\gamma$, find $R_1,R_2,c_0,c_1$ by linear least squares.
4. Vary $\theta_0,\gamma$ to minimize the residual, and convert $\gamma$ to $\Gamma$.

## Reference values without moments

The semi-infinite metal can be eliminated. Each transverse mode is a chain; let $w$ be the energy measured from its centre. Adding one site to the chain leaves its surface Green function $g_s$ unchanged, so $g_s=1/(w-J^2g_s)$. Then $\Sigma=J^2g_s$ satisfies $\Sigma^2-w\Sigma+J^2=0$, and for an open mode
$$\Sigma=\tfrac12\big(w-i\sqrt{4J^2-w^2}\big).$$
The sign makes $\mathrm{Im}\,\Sigma<0$, an outgoing wave. For a closed mode the root with $|\Sigma|<J$ is taken. Keeping the open-mode formula for $\mathrm{Im}\,E<0$ continues it through the real axis.

If $g$ is the Green function at $d$ without the defect potential, Dyson's equation gives $G=g/(1-ug)$. The resonance obeys $1/g(E_p)=u$. For the sample this gives $E_r=38.3$ meV, $\Gamma=58.313$ meV and $\tau=0.6582\ \text{eV fs}/0.058313\ \text{eV}=11.3$ fs.

The meaning of $\Gamma$ as a decay rate was tested in time. A closed strip with 130 metal planes was diagonalized, and the defect state was filtered by a Gaussian of standard deviation 80 meV about the level. Between 70 and 130 $\hbar$/eV, before the echo returns, the logarithmic slope of the squared amplitude gave 58.313 meV as well.

The convolution law was also tested: the open contact's density, convolved with $K$ for $N=1024$, differs from the moment curve by at most $8.8\times10^{-8}$ of the peak.

## Error from finite order

| $N$ | $\sigma_N$ (meV) | raw width (meV) | fitted $\Gamma$ (meV) |
|---|---|---|---|
| 512 | 19.65 | 83.20 | 58.318 |
| 1024 | 9.83 | 66.21 | 58.316 |
| 2048 | 4.92 | 60.56 | 58.315 |

The fitted values lie within $10^{-4}$ of the pole value, relative to $\Gamma$. This measures the algorithm's error within the model, not knowledge of a real contact.

The raw widths can be estimated by treating $K$ as a Gaussian of full width $F=2.355\sigma_N$. The standard approximation for the width of a Lorentzian convolved with a Gaussian is
$$w_N\simeq0.5346\,\Gamma+\sqrt{0.2166\,\Gamma^2+F^2}.$$
For $N=512$, $F=46.3$ meV and $w_N=31.2+53.6=84.8$ meV, 2% above the measured 83.2 meV. At $N=2048$ the estimate is 60.7 meV, against 60.6 meV.

Two limits follow. For $F\gg\Gamma$ the width approaches that of the kernel itself, which is within about 1% of $F$, and falls as $1/N$; it then says little about the lifetime. For $F\ll\Gamma$, expanding the root with $\sqrt{0.2166}=0.4654$ gives
$$w_N-\Gamma\simeq\frac{F^2}{0.931\,\Gamma}\propto N^{-2}.$$
Doubling $N$ should then reduce the excess fourfold. The measured excesses are 24.9, 7.9 and 2.2 meV, with ratios 3.2 and 3.5, rising towards 4. Strictly, the raw width tends to the width of the unsmoothed line, 58.336 meV, which asymmetry and background place 0.023 meV above $\Gamma$. Extrapolating the last two widths as $N^{-2}$ gives $60.56-(66.21-60.56)/3=58.7$ meV, 0.6% above $\Gamma$. This is a useful check on the fit.

The fit loses sensitivity when $\gamma\ll q$. With position and weight known and the background negligible, the peak height is proportional to $1+2\sum g_ne^{-n\gamma}$. Its logarithmic derivative at small $\gamma$ is minus the mean order $\bar n=\sum ng_n/\sum g_n$ for large $N$. With $y=n/M$, $g_n\to(1-y)\cos\pi y+\sin(\pi y)/\pi$. The integral of this over $(0,1)$ is $2/\pi^2+2/\pi^2=4/\pi^2$. Its first moment is $1/\pi^2$, because $y(1-y)\cos\pi y$ is odd about $y=1/2$. Hence $\bar n=M/4$, and a relative height error $\eta$ produces
$$|\delta\Gamma|\simeq2a\sin\theta\,\frac{\eta}{\bar n}=\frac{8}{\pi}\,\sigma_N\eta .$$
At $\sigma_N=9.8$ meV, a 1% height error costs about 0.25 meV in this limit; for a 4 meV line the full sum gives 0.27 meV, or 7%. The formula does not apply to the 58 meV line, for which $\gamma\simeq3q$. When $\gamma\gg q$, the factors $g_n$ are close to 1 over the orders that matter, the height varies as $1/\gamma$, and a 1% height error costs about 1% of $\Gamma$. These estimates assume a known weight. When the weight is fitted, a uniform error in the height of the whole curve drops out, but point-to-point errors count for more. For the 4 meV line at $N=1024$, independent errors of 1% of the peak at the 121 points give a standard deviation in $\Gamma$ of 0.07 meV with only $\Gamma$ free, 0.11 meV with the weight also free, and 0.16 meV with all six parameters free. A smaller $\sigma_N/\Gamma$ makes the fit less sensitive to errors in the curve; the table tests ratios from about 1/12 to 1/3.

The background must also be smooth. Transverse modes of the metal open at $-1.55+2J[1-\cos(m\pi/9)]$ eV, which is $-0.17$ eV for $m=5$ and $0.21$ eV for $m=6$. Both lie outside the fitting window. A level at a threshold, or two overlapping resonances, would need a different fitting function.

## Error from a finite lead

$T_n(X)$ is a polynomial of degree $n$, so $\mu_n$ contains closed walks of at most $n$ hops. If the farthest metal plane kept is $D$ hops from the defect, a walk must make $2(D+1)$ hops to visit the first missing plane and return. Every moment with $n\le2D+1$ therefore equals that of the infinite lead.

The defect is on the second semiconductor plane, so $L$ metal planes give $D=L+1$. For $L=1024$ the guarantee reaches order 2051, beyond the last one used, 2047. For $L=60$ it ends at order 123. The first moment error above 0.001 appears later, at order 287, so the guarantee is conservative here.

The delay has a simple scale. A wave in the metal moves at most $2J/\hbar$ planes per unit time, or $2J/(a\sin\theta)=1.17/3.21=0.37$ planes per order at the level's energy. A round trip of 122 planes then takes about 330 orders. This scale belongs to the level's energy only. The moments contain all energies, and at lower ones $a\sin\theta$ is smaller, so part of the wave can advance farther per order.

Using all 2048 moments of the short lead changes the density near the level by up to 72% of the peak. The kernel then begins to resolve the standing waves of a closed box. Raising $N$ at fixed lead length does not converge to the open contact; the two must grow together. With $L\simeq N/2$ the work grows as $N^2$ at fixed strip width.

## Error from averaging too early

Disorder also moves the level from sample to sample. Over 80 samples the level has a standard deviation of 31 meV, whereas $\Gamma$ has mean 57.2 meV and standard deviation 3.5 meV. Averaging the moments at $N=1024$ gives a line 125.7 meV wide. This figure carries sampling scatter: three further sets of 80 samples give 130, 141 and 131 meV, with level spreads of 33 to 36 meV. Aligning each curve on its own level before averaging gives 64.9 meV, close to the 65.8 meV estimated from the mean $\Gamma$ and the kernel.

The extra width is therefore inhomogeneous: it records where levels lie, not how fast they empty. Reading 125.7 meV as $\Gamma$ would give 5.2 fs instead of about 11.5 fs. More moments would not cure this. The pole should be fitted in each sample, and the resulting $\Gamma$ values averaged afterwards.

A Gaussian spread combined with the kernel, $\sqrt{31.45^2+9.8^2}=32.9$ meV, would predict a line of about 113 meV. The observed line is wider, and stays so over 320 samples (132 meV against an estimate of 118 meV). The levels are not Gaussian: their excess kurtosis over those samples is $-1.2$, the value for a uniform distribution like the one assumed for the site energies.

## What the number means for a real contact

The barrier, doping and mass are rough typical values for a nickel-silicide contact on n-type silicon. The defect is not a particular impurity, and a real silicide has several bands. The following changes refer to the disorder-free contact, $\Gamma=57.5$ meV, with $u$ readjusted to hold the level near the Fermi energy and the metal unchanged. Silicon's anisotropic mass matters most: a mass of $0.98\,m_0$ along the normal and $0.19\,m_0$ laterally gives 4.4 meV, while $0.19\,m_0$ in both directions gives 92.6 meV. An image potential gives 60.9 meV, and doubling the strip width gives 57.7 meV. The strip also lacks a third dimension: a bar of 8 by 8 rows, with the same metal band bottom, gives 35.1 meV (34.9 to 35.4 meV for bars of 7, 9, 16 and 32 rows on a side, and 16.5 meV at half the grid spacing).

The one-band barrier is another weak point. The band edge lies $E_b=0.609$ eV above the level at the defect, giving $\kappa=\sqrt{2mE_b}/\hbar=2.04$ nm$^{-1}$. In a two-band estimate, $\kappa$ is multiplied by $\sqrt{1-E_b/E_g}$. For $E_g=1.12$ eV and depth 1 nm, with $E_b$ taken as constant along the path, the tunnelling factor $e^{-2\kappa x}$ rises 3.8 times. The grid is also coarse: its decay constant obeys $2J(\cosh\kappa'\ell-1)=E_b$, so $\kappa'=1.96$ nm$^{-1}$, which raises the same factor by about 17%; for a normal mass of $0.98\,m_0$ it rises about 2.5 times. The width depends on the spacing more strongly than the 17% suggests: halving the spacing, with strip width, defect depth and metal band bottom held and $u$ readjusted, lowers the disorder-free $\Gamma$ from 57.5 to 37.4 meV. Two more halvings give 29.3 and 25.8 meV, so the value is still falling. For the heavy normal mass, a spacing of 0.125 nm lowers 4.4 meV to 0.5 meV. The interface is located only to within one spacing, and a shift of 0.25 nm would change $e^{-2\kappa x}$ by a factor of 2.8. The one-site defect also changes size with the grid. The values of $\Gamma$ given here therefore belong to the 0.5 nm grid.

The charging energy at radius $1/\kappa$ is roughly 250 meV without the metal, and an image charge lowers it to about 190 meV. This is still larger than $\Gamma$, so a partly filled defect may not be described by one-electron theory. A mobility of 250 cm$^2$/Vs suggests a scattering width near 18 meV, though a free-carrier value is only a scale for a localized state. At 300 K, thermal smearing of $3.53\,k_BT=91$ meV would broaden a conductance spectrum without changing this model's $\Gamma$. The doping is 3.6% of the effective band density of states, so the nondegenerate bulk edge is reasonable. A lifetime near 11 fs is thus converged in the number of moments and the lead length, for this model on this grid. It is not a prediction for a real contact: within the model, mass orientation alone changes it by an order of magnitude, and a real defect state in silicon can mix valleys of different orientation.

The full numerical output follows.

## Table of computed values

```
barrier 0.65 eV, doping 1.0e+18 cm^-3, mass 0.26 m0
relative permittivity 11.7, grid 0.50 nm, rows 8
semiconductor planes 16, disordered metal planes 4
hopping 0.5862 eV, metal band bottom -1.55 eV
bulk band edge above Fermi energy 0.0863 eV
band bending 0.5637 eV, depletion width 27.00 nm
defect depth 1.00 nm, defect potential -2.3691 eV
full width of uniform on-site disorder 150 meV
spectral half-width a 3.6504 eV, centre b 1.7792 eV
sample level (open-contact pole) 38.299 meV
sample Gamma (open-contact pole) 58.313 meV
sample lifetime hbar/Gamma 11.29 fs
Gamma from decay in time 58.313 meV
order damping moments by 1/e 110
order N where kernel sigma = Gamma/2 345
N=512: kernel sigma 19.649 meV, peak 6.472 /eV
N=512: raw FWHM 83.204 meV, Voigt 84.816 meV
N=512: fitted Gamma 58.318 meV, lifetime 11.29 fs
N=1024: kernel sigma 9.834 meV, peak 7.606 /eV
N=1024: raw FWHM 66.206 meV, Voigt 66.851 meV
N=1024: fitted Gamma 58.316 meV, lifetime 11.29 fs
N=2048: kernel sigma 4.919 meV, peak 8.084 /eV
N=2048: raw FWHM 60.557 meV, Voigt 60.683 meV
N=2048: fitted Gamma 58.315 meV, lifetime 11.29 fs
convolution check, largest error / peak 8.8e-08
long lead 1024 planes, short lead 60 planes
short lead: last guaranteed order 123
short lead: first moment error above 0.001 at order 287
short lead: LDOS error / peak at N=2048 0.720
ensemble: 80 samples at N=1024
ensemble: mean Gamma 57.24 meV
ensemble: std of Gamma 3.49 meV
ensemble: std of level 31.45 meV
ensemble: FWHM of averaged line 125.66 meV
ensemble: FWHM after aligning levels 64.88 meV
ensemble: Voigt FWHM from mean Gamma 65.80 meV
clean contact Gamma 57.540 meV
clean, image potential added: Gamma 60.864 meV
clean, mass 0.19 both ways: Gamma 92.627 meV
clean, mass 0.98 normal, 0.19 lateral: Gamma 4.386 meV
clean, strip of 16 rows: Gamma 57.689 meV
band edge above level at defect 0.6090 eV, kappa 2.039 /nm
valence-band factor on Gamma (gap 1.12 eV) 3.76
charging energy at radius 1/kappa 251 meV
thermal smearing 3.53 kT at 300 K 91.3 meV
carrier scattering width (mobility 250 cm2/Vs) 17.8 meV
doping / band density of states 0.0355
largest built-in field 0.418 MV/cm
```
